Static and high-frequency screening in vertical ionisation of charged oxygen vacancies, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM FROZEN IONS TO THE CORRECTION

1. Three values for one correction

Take a singly charged oxygen vacancy, V_O⁺, in a hafnia-like oxide with static relative permittivity 22 and high-frequency relative permittivity 5. Place it in a periodic cubic cell of side 1.0 nm and remove one more electron by light, so fast that no ion moves. To leading order in the inverse cell size, the energy computed in this cell must be raised by 0.59 eV to give the energy for a single vacancy in an infinite crystal. If every charge is screened with 22, the same kind of estimate gives 0.28 eV. If every charge is screened with 5, it gives 1.23 eV. Neither permittivity alone gives the right number, and the right number is not the average of the two estimates.

The reason is that the two charges in the problem have different histories. The first charge was present long enough for the ions to respond to it. The second arrives while the ions stand still. What has to be decided is how the interaction between the old charge and the new one is screened, and the answer is: by the static permittivity, although the ions do not move during the transition.

2. The energy to be corrected

Let the vacancy carry the charge qe before the transition and (q+Δ)e after it, where e is the positive elementary charge. Ionisation by one electron has Δ = +1; capture of one electron has Δ = −1. "Vertical" means that the ions keep the positions they had in the initial state, while the electrons settle into their lowest state for the new charge.

In a cell of side L the vertical energy is

I(L) = E_L(q+Δ; ions of q) − E_L(q; ions of q) + Δ ε_c.

Here ε_c is the energy of an electron at the conduction-band edge of the perfect crystal. The Δ electrons that leave the vacancy are placed there; for capture the electron is taken from there. Such an electron is spread over the whole crystal, so ε_c is treated as independent of L.

A charged cell repeated without end would have infinite energy. A uniform background of opposite charge is therefore added, and the average electrostatic potential of the cell is set to zero. The band edge must refer to the same average potential. The correction sought is

C_vert = I(∞) − I(L),

that is, the amount to be added to the computed value. The initial ions are assumed to be fully relaxed, in the periodic cell for I(L) and in the infinite crystal for I(∞).

3. A quadratic model of the crystal

The crystal is taken to be an insulator that responds linearly. Let the list ρ describe the defect charge, piece by piece in space. Let the list x hold the electronic polarisation coordinates, and the list y the ionic displacements. All are measured from the perfect crystal. The energy is then

E = ½ρᵀDρ + xᵀAρ + yᵀBρ + ½xᵀKx + xᵀMy + ½yᵀNy.   (1)

The matrix D holds the bare Coulomb interaction. A and B describe the forces that the defect charge exerts on electrons and ions. K and N are stiffnesses, and M couples electrons to ions. D, K and N are symmetric. There are no terms linear in x or y alone, because the perfect crystal is in equilibrium at x = y = 0. Short-range chemical forces around the vacancy, and changes of the stiffness near it, are left out of the model.

The electrons follow both the defect charge and the ions, so they are eliminated first. Setting the derivative of E with respect to x to zero gives

Aρ + Kx + My = 0,
x = −K⁻¹(Aρ + My).

In (1) the terms containing x are xᵀ(Aρ + My) + ½xᵀKx. At the minimum the first part equals −(Aρ+My)ᵀK⁻¹(Aρ+My), and the second equals plus one half of the same product. Their sum is

−½(Aρ + My)ᵀK⁻¹(Aρ + My)
= −½ρᵀAᵀK⁻¹Aρ − yᵀMᵀK⁻¹Aρ − ½yᵀMᵀK⁻¹My.

Collecting terms by their powers of ρ and y gives

E_el(ρ, y) = ½ρᵀW_∞ρ + yᵀFρ + ½yᵀCy,   (2)

W_∞ = D − AᵀK⁻¹A,
F = B − MᵀK⁻¹A,
C = N − MᵀK⁻¹M.

W_∞ is the interaction between defect charges when only electrons screen it. F gives the force on the ions with the electrons following, and C is the ionic stiffness with the electrons following. A stable crystal has positive C, apart from a rigid shift of the whole crystal, which costs nothing and is excluded.

4. Relaxing the ions

Let ρ₁ be the initial defect charge. Minimising (2) over y gives

Fρ₁ + Cy₁ = 0,
y₁ = −C⁻¹Fρ₁.   (3)

Inserted in (2), the linear term becomes −ρ₁ᵀFᵀC⁻¹Fρ₁ and the quadratic one +½ρ₁ᵀFᵀC⁻¹Fρ₁. The relaxed energy is therefore

E_rel(ρ₁) = ½ρ₁ᵀW_sρ₁,
W_s = W_∞ − FᵀC⁻¹F.   (4)

W_s is the interaction screened by electrons and ions together, which is static screening. The subtracted matrix cannot be negative, because C is positive. Letting the ions relax can only lower the energy of a given charge.

5. Adding charge while the ions stand still

Now add ρ₂, the change of the defect charge, and keep y = y₁. The electronic energy (2) changes by

E_vert = E_el(ρ₁+ρ₂, y₁) − E_el(ρ₁, y₁)
= ρ₂ᵀW_∞ρ₁ + ½ρ₂ᵀW_∞ρ₂ + y₁ᵀFρ₂.

The term ½y₁ᵀCy₁ has cancelled because the ions have not moved. The last term does not cancel: the displaced ions act on the new charge. With (3) it is

y₁ᵀFρ₂ = −ρ₁ᵀFᵀC⁻¹Fρ₂ = −ρ₂ᵀFᵀC⁻¹Fρ₁,

where the last step transposes a single number. This is just what turns W_∞ into W_s in the cross term:

E_vert = ρ₂ᵀW_sρ₁ + ½ρ₂ᵀW_∞ρ₂.   (5)

Equation (5) holds for every cell size within the quadratic model, since no step used the distance between images. The old charge acts on the new one through the static interaction. The new charge acts on itself through the high-frequency interaction.

The factor one half appears only in the second term. The potential of ρ₁, including that of the displaced ions, is already in place when ρ₂ arrives, so the full product of charge and potential counts. The electronic response to ρ₂ grows together with ρ₂, and building up the charge gradually costs half the final product.

The initial relaxation is essential. If the ions had been held at their perfect-crystal sites, y₁ would be zero and the cross term would be ρ₂ᵀW_∞ρ₁. It is thus the frozen displacement, and not any motion during the transition, that screens the cross term statically.

6. The same result in terms of fields

At distances large compared with the lattice spacing the matrices can be replaced by permittivities. Let ε_vac be the vacuum permittivity, ε_s the static and ε_∞ the high-frequency relative permittivity. Before the transition the field E₁ obeys

ε_vac ε_s div E₁ = ρ₁.

The part of the polarisation that is due to the ions, counted with the electronic charge they carry along, is

P_ion = ε_vac(ε_s − ε_∞)E₁.

After the transition P_ion is unchanged, while the electrons respond to the total field E. Gauss's law then reads

ε_vac ε_∞ div E = ρ₁ + ρ₂ − div P_ion.

Write E = E₁ + E₂. From the first two equations,

ρ₁ − div P_ion = ε_vac ε_s div E₁ − ε_vac(ε_s − ε_∞) div E₁
= ε_vac ε_∞ div E₁.

The terms with E₁ therefore cancel in Gauss's law, and what remains is

ε_vac ε_∞ div E₂ = ρ₂.

The old field persists with its static screening, and the added field has high-frequency screening. Far from the vacancy, the charge that would produce the same field in vacuum is qe/ε_s before the transition and

qe/ε_s + Δe/ε_∞

just after it. In the example these are 0.045e and 0.245e: doubling the charge of the vacancy multiplies its far field by more than five.

7. One charge and its periodic images

What remains is to compare the interactions in (5) for an isolated vacancy and for a periodic one. Consider two unit charges a and b centred on the same site, with Gaussian density profiles of widths σ_a and σ_b. The Fourier transform of such a profile is exp(−σ²g²/2). In a medium of relative permittivity ε the interaction per squared charge is, for the isolated pair,

w = (1/ε_vac ε) ∫ d³g/(2π)³ exp(−sg²)/g²,
s = (σ_a² + σ_b²)/2.

In the periodic cell the wave vectors are discrete, g = 2πn/L with n a vector of integers. The vector g = 0 is missing, because the background cancels the net charge and the average potential is zero:

w_L = (1/ε_vac ε L³) Σ′ exp(−sg²)/g².

The prime marks the omission. Let J be the difference between the sum and the integral, without the prefactor 1/(ε_vac ε). To evaluate it, use

exp(−sg²)/g² = ∫ from s to ∞ of exp(−tg²) dt,
∫ d³g/(2π)³ exp(−tg²) = (4πt)^(−3/2).

This gives

J(s) = ∫ from s to ∞ of { (1/L³)[Σ exp(−tg²) − 1] − (4πt)^(−3/2) } dt,   (6)

where the sum now includes g = 0 and the −1 takes it out again.

The remaining sum has a second form. Imagine a unit amount of some substance released at one point of a periodic box and spreading by diffusion for a time t, with unit diffusion constant. Its density at the starting point can be written as a Fourier series, or as the sum of the Gaussians arriving from all periodic copies of the source:

(1/L³) Σ exp(−tg²) = (4πt)^(−3/2) Σ_R exp(−R²/4t).   (7)

The vectors R join the source to its copies. The term R = 0 cancels the last term of the integrand in (6). The integrand is therefore

−1/L³ + (4πt)^(−3/2) Σ_(R≠0) exp(−R²/4t).

For t much smaller than L²/4 the sum over the images is exponentially small. Lowering the limit of integration from s to zero then changes J in a simple way:

J(s) = J(0) + s/L³,   (8)

up to the exponentially small overlap of neighbouring Gaussians. The sign is positive because J(0) contains the additional integral of −1/L³ over the interval from 0 to s.

If t is measured in units of L², the integral J(0) is a pure number divided by L. It is written

J(0) = −α/(4πL),

which defines the Madelung constant α of the simple cubic cell. To find it, set L = 1 and split the integral at t = 1/(4π). Below this time use the image form, above it the Fourier form. After multiplication by 4π the elementary integrals are:

the −1 below the split: −1;
the −(4πt)^(−3/2) above the split: −2;
each image: erfc(√π R)/R;
each wave vector: exp(−πn²)/(πn²).

Here erfc is the complementary error function. Hence

α = 3 − Σ_(R≠0) erfc(√π R)/R − Σ_(n≠0) exp(−πn²)/(πn²).

Both sums converge after a few shells of neighbours, and numerical summation gives α = 2.837297. From (8) the difference between isolated and periodic interaction is

w − w_L = (1/ε_vac ε) [α/(4πL) − s/L³].   (9)

The leading term is positive. In the periodic cell each charge sits in a background of opposite sign, which lowers its energy more than the repulsion of its images raises it.

8. The correction

Insert the leading term of (9) in (5). The cross term carries qΔe² and ε_s; the self term carries ½Δ²e² and ε_∞:

C_vert = α e²/(4π ε_vac L) · [qΔ/ε_s + Δ²/(2ε_∞)].

Taking out one half gives

C_vert = α e²/(8π ε_vac L) · [2qΔ/ε_s + Δ²/ε_∞].   (10)

This is the leading term for large L in a medium with isotropic permittivity. The conduction-band term Δε_c has dropped out, since it is the same in both cells.

SECOND HALF: CONSEQUENCES, AN EXAMPLE AND LIMITS

9. Symbols and results carried over

A vacancy of charge qe, with relaxed ions, changes its charge by Δe while the ions stay fixed. The cubic cell has side L and Madelung constant α ≈ 2.837. The relative permittivities are ε_s with ions and electrons responding, and ε_∞ with electrons alone; ε_vac is the vacuum permittivity. With the abbreviation

U = α e²/(8π ε_vac L),

the correction to be added to the vertical energy of the periodic cell is, to leading order in 1/L,

C_vert = U[2qΔ/ε_s + Δ²/ε_∞].

Two Gaussian charges of widths σ_a and σ_b on the same site have an isolated interaction that exceeds the periodic one by

(1/ε_vac ε)[α/(4πL) − (σ_a²+σ_b²)/(2L³)]

per squared charge, in a uniform medium of relative permittivity ε.

10. Total energies and the relaxation that follows

The corrections to total energies follow from the same pieces. A relaxed vacancy of charge qe has only the static self term, so its correction is

C_rel(q) = U q²/ε_s.

Just after the transition, with the ions still frozen, the total correction is

C_frozen = C_rel(q) + C_vert
= U[(q² + 2qΔ)/ε_s + Δ²/ε_∞].

Later the ions adapt to the new charge, and the correction becomes C_rel(q+Δ) = U(q+Δ)²/ε_s. The energy released by the ions in this last step is the frozen energy minus the relaxed one. Its correction is

C_frozen − C_rel(q+Δ)
= U[(q² + 2qΔ)/ε_s + Δ²/ε_∞ − (q² + 2qΔ + Δ²)/ε_s]
= UΔ²(1/ε_∞ − 1/ε_s).   (11)

The initial charge has disappeared. The ions had already adapted to it, so only the change of charge drives the new relaxation. Whenever ε_s exceeds ε_∞, a periodic cell gives too small a relaxation energy at this order.

To leading order in the inverse cell size, the correction to the vertical energy screens the interaction between old and added charge with ε_s and the self term of the added charge with ε_∞, and the corrections to the total and relaxation energies follow from the same pieces. What remains is to examine the limits and the next order in cell size, work through the hafnia-like example, test the formula on a lattice model, and state the conditions under which it fails.
